\section*{Coalescing gas bubbles in a solid: conserved area and growing volume, part 2}

Two helium bubbles inside one grain of a solid at temperature $T$ merge, keep all their gas, and relax. Bubble $i=1,2$ has radius $r_i$, area $A_i$, volume $V_i$ and $N_i$ atoms; the merged bubble has $r$, $A$, $V$ and $N=N_1+N_2$. The basic model takes spheres, a constant surface energy $\gamma$ per unit area, an ideal gas at pressure $p$ that does not dissolve, and no far stress. Bubbles change volume by exchanging vacancies, each of atomic volume $\Omega$, with plentiful sources such as dislocations and grain boundaries.

With $k$ Boltzmann's constant and $\lambda$ the thermal wavelength, the free energies of the gas and of bubble and solid together are
\begin{equation}
F_{\rm gas}=NkT\left[\ln\frac{N\lambda^3}{V}-1\right],
\label{eq:fgas}
\end{equation}
\begin{equation}
\Phi(V)=\gamma A(V)-NkT\ln V+\text{const}.
\label{eq:phi}
\end{equation}
At rest $p=2\gamma/r$ and $NkT=\tfrac23\gamma A$, so
\begin{equation}
\frac{V}{N}=\frac{kT}{p}=\frac{kT\,r}{2\gamma}.
\label{eq:vpern}
\end{equation}
Adding atom numbers gives the area rule,
\begin{equation}
A=A_1+A_2,\qquad r^2=r_1^2+r_2^2,
\label{eq:area}
\end{equation}
and $V>V_1+V_2$.

The example is copper at 1200 K, with $kT=0.1034$ eV, $\gamma=1.7$ J/m$^2$, $\Omega=0.0118$ nm$^3$ and shear modulus 35 GPa. Radii of 60 and 80 nm give a relaxed radius of 100 nm and 37\% more volume. The atom numbers are $N_1=3.095\times10^6$ and $N_2=5.502\times10^6$, and the initial surface energy is 1333 keV.

The change has two stages. First the bubbles merge into a sphere at fixed volume $V_1+V_2$, with radius $r_c=89.96$ nm, 0.8093 of the original area, and a gas pressure 8.91 MPa above the capillary pressure $2\gamma/r_c$. This excess then draws in vacancies until the bubble has relaxed.

\subsection{Where the free energy goes}

Between the two states of rest the surface energy does not change. The change of free energy is that of the gas. In Eq.~\eqref{eq:fgas} the terms in $\lambda$ and the $-1$ are proportional to $N$ and cancel, because $N=N_1+N_2$. What remains is
\begin{equation}
\Delta F=N_1kT\ln\frac{N/V}{N_1/V_1}+N_2kT\ln\frac{N/V}{N_2/V_2}.
\end{equation}
By Eq.~\eqref{eq:vpern} each density is $2\gamma/(kTr)$ with the proper radius, so
\begin{equation}
\Delta F=-kT\left[N_1\ln\frac{r}{r_1}+N_2\ln\frac{r}{r_2}\right]<0 .
\label{eq:df}
\end{equation}
With $\ln(100/60)=0.511$ and $\ln(100/80)=0.223$, this is $-0.1034\times(3.095\times0.511+5.502\times0.223)\times10^{6}$ eV, or $-290$ keV.

The two stages share this total unequally. In the merger at fixed volume the surface gives up $(1-0.8093)\times1333$ keV, or 254 keV. The gas gives up a further 8 keV as the two densities become equal. Its sign is general for a single gas: the free energy per volume contains $kT\,n\ln n$, with $n$ the density, which is a convex function, so evening out the density at fixed volume cannot raise the total. During relaxation the surface takes its 254 keV back, while the gas expands and gives up
\begin{equation}
NkT\ln\frac{V}{V_1+V_2}=8.597\times10^{6}\times0.1034\ \text{eV}\times\ln1.3736=282\ \text{keV}.
\end{equation}
The net gain of the second stage is 28 keV. Loss of surface drives the first stage, and expansion of the gas drives the second and pays for the new surface.

\subsection{Stress in the solid}

Let the far solid be under hydrostatic pressure $p_0$, positive for compression. Enlarging a bubble by $dV$ now pushes the surroundings outward by $dV$ and costs $p_0\,dV$. The term $p_0V$ is added to Eq.~\eqref{eq:phi}, and the condition of rest, multiplied by $V$, becomes
\begin{equation}
NkT=p_0V+\tfrac23\gamma A .
\label{eq:p0}
\end{equation}
Adding the atom numbers and collecting terms,
\begin{equation}
A-A_1-A_2=-\frac{3p_0}{2\gamma}\,(V-V_1-V_2).
\label{eq:da}
\end{equation}
Area is thus conserved only for $p_0=0$, provided the volume does change.

It does, and upwards. Since $A=(36\pi)^{1/3}V^{2/3}$, the right-hand side of Eq.~\eqref{eq:p0} is a function $h(V)=p_0V+aV^{2/3}$ with $a>0$, and $h(V)=h(V_1)+h(V_2)$. The power $2/3$ is below one, so $V_1^{2/3}+V_2^{2/3}>(V_1+V_2)^{2/3}$, and therefore $h(V)>h(V_1+V_2)$. For $p_0\ge0$ the function $h$ increases, which proves $V>V_1+V_2$.

For tension, $p_0<0$, $h$ rises to a maximum at some $V_m$ and then falls. Because $V\,d\Phi/dV=h(V)-NkT$, an equilibrium is a minimum where $h$ rises. Under tension this minimum is only local, since the term $p_0V$ makes $\Phi$ fall without bound at large $V$; stable is meant in that sense below. Using $\tfrac23\gamma A/V=2\gamma/r$,
\begin{equation}
h'(V)=p_0+\frac23\,\frac{2\gamma}{r}>0\quad\Longrightarrow\quad r<\frac{4\gamma}{3|p_0|}.
\label{eq:limit}
\end{equation}
If $V_1+V_2<V_m$ and a stable merged bubble exists, both volumes lie on the rising branch and again $V>V_1+V_2$. If $V_1+V_2\ge V_m$, no equilibrium exists. To see this, reduce $V_1$ to $V_1'=V_m-V_2$, which lowers $h(V_1)$ or leaves it unchanged; still $h(V_1')+h(V_2)>h(V_m)$, so the required $h(V)$ lies above the maximum. The merged bubble then grows without limit.

For the example, with the initial radii held at 60 and 80 nm, a compression of 1 MPa lowers the final area by 0.77\% of the original total, and a tension of 1 MPa raises it by 0.84\%. The limit \eqref{eq:limit} is then $4\times1.7/(3\times10^{6})$ m, or 2.3 $\mu$m, far above the bubble size.

\subsection{Facets}

In a crystal $\gamma$ depends on direction, and a relaxed bubble may be faceted. Scaling a shape by a length factor multiplies all its facet areas by the square of that factor. The shape of lowest surface energy is therefore the same at every volume, and its energy is $E_s=cV^{2/3}$ with a constant $c$. Minimizing $E_s-NkT\ln V$ gives $\tfrac23cV^{-1/3}=NkT/V$, or
\begin{equation}
NkT=\tfrac23E_s .
\label{eq:facet}
\end{equation}
Surface energy is additive, hence so is $V^{2/3}$, and with it the area. The volume again exceeds the sum. The rule survives anisotropy if all three bubbles have reached their equilibrium shape in the same crystal surroundings. It does not carry over to a bubble that moves from the grain interior to a grain boundary, where $c$ is different.

\subsection{Can the volume be supplied in time?}

The solid could also make room by elastic strain. Around a cavity with excess pressure $\Delta p=p-2\gamma/r$, the radial displacement at distance $s$ from the centre obeys $u''+2u'/s-2u/s^2=0$, whose decaying solution is $u=C/s^2$. With the Lam\'e constants $\lambda_L$ and $\mu$ (the latter the shear modulus), the radial stress is
\begin{equation}
(\lambda_L+2\mu)u'+2\lambda_L\frac{u}{s}=-\frac{4\mu C}{s^3}.
\end{equation}
Setting it to $-\Delta p$ at $s=r$ gives $C=\Delta p\,r^3/4\mu$. The relative volume change is
\begin{equation}
\frac{3u(r)}{r}=\frac{3\Delta p}{4\mu}=\frac{3\times8.91}{4\times35\,000}=0.019\% .
\end{equation}
The surface is here assumed to pull on the solid with a tension equal to $\gamma$. Elasticity falls short of the required 37\% by a factor of about two thousand. The volume must come by transport of matter. Punching out dislocation loops would need an excess pressure of roughly $\mu$ times the Burgers vector (0.26 nm) divided by $r$, about 100 MPa, far above the 8.9 MPa present, so we turn to diffusion.

Consider vacancies diffusing from distant sources. Absorbing one lowers $\Phi$ by $\Delta p\,\Omega$, so the concentration in balance with the bubble wall is $c_s=c_0\exp(-\Delta p\,\Omega/kT)$, where $c_0$ is the concentration set by the sources. In steady flow the number $J$ of vacancies crossing each sphere per unit time is the same, $J=4\pi s^2D_v\,dc/ds$, with $D_v$ the vacancy diffusion coefficient. Integration from $r$ to infinity gives $c_0-c_s=J/(4\pi D_vr)$. The bubble grows as $4\pi r^2\,dr/dt=\Omega J$. Writing $D=D_vc_0\Omega$ for the self-diffusion coefficient, without the correlation factor,
\begin{equation}
\frac{dr}{dt}=\frac{D}{r}\left[1-\exp\left(-\frac{\Delta p\,\Omega}{kT}\right)\right].
\label{eq:growth}
\end{equation}
In the example the exponent stays below 0.007 in magnitude, so the bracket is close to $\Delta p\,\Omega/kT$. Let $r_f$ be the final radius. Since $N$ is fixed, $p=(2\gamma/r_f)(r_f/r)^3$, and $\Delta p=(2\gamma/r^3)(r_f^2-r^2)$. Then
\begin{equation}
\frac{dr}{dt}\simeq\frac{2\gamma D\Omega}{kT}\,\frac{(r_f-r)(r_f+r)}{r^4}.
\label{eq:lin}
\end{equation}
Near the end $r_f+r\simeq2r_f$, and the gap $r_f-r$ decays exponentially with the time constant
\begin{equation}
\tau=\frac{kT\,r_f^3}{4\gamma D\Omega}.
\label{eq:tau}
\end{equation}
With $D=5\times10^{-14}$ m$^2$/s this is 4.1 s, and integration of Eq.~\eqref{eq:growth} from $r_c$ gives 99\% of the volume gain after 18 s. If the vacancy sources are as plentiful as assumed, an anneal of minutes is ample here. Because $\tau$ grows as $r_f^3/D$, large bubbles at low temperature may stay overpressurized, and the area rule then fails for lack of time.

\subsection{Dense gas and small bubbles}

At high pressure the size of the atoms matters. For hard spheres of diameter $d$ the leading correction is $p=nkT(1+Bn)$, with $B=2\pi d^3/3$, half the volume from which one atom excludes the centre of another. To first order $n=(p/kT)(1-Bp/kT)$. At $p=2\gamma/r$,
\begin{equation}
N=nV=\frac{8\pi\gamma}{3kT}\,(r^2-br),\qquad b=\frac{2\gamma B}{kT}.
\label{eq:hard}
\end{equation}
Adding atom numbers now gives
\begin{equation}
r^2-r_1^2-r_2^2=-b\,(r_1+r_2-r).
\label{eq:hardarea}
\end{equation}
Area is lost, since $r<r_1+r_2$. For $d=0.20$ nm, a rough value for helium, $b=3.44$ nm. With $r=100$ nm on the right, the loss is $3.44\times40/10\,000=1.4\%$ of the area. The Carnahan--Starling equation, $p/nkT=(1+\eta+\eta^2-\eta^3)/(1-\eta)^3$ with $\eta=\pi d^3n/6$, includes higher densities and gives 1.25\%, with a volume ratio of 1.35 in place of 1.37.

When $r$ comes down to a few times $b$, some ten nanometres here, the expansion is no longer reliable. In the limit of a fluid so dense that $n$ hardly depends on pressure, $N$ is proportional to $V$: volumes add and area is lost.

A surface energy that depends on curvature acts in the same form. With $\gamma(r)=\gamma(1-2\delta/r)$ the surface energy is $4\pi\gamma(r^2-2\delta r)$. Its derivative $8\pi\gamma(r-\delta)$, divided by $dV/dr=4\pi r^2$, gives $p=(2\gamma/r)(1-\delta/r)$. For an ideal gas this leads to Eq.~\eqref{eq:hardarea} with $\delta$ in place of $b$. A rough length $\delta=0.1$ nm changes the area by only $-0.04\%$.

\subsection{The example beside implanted copper}

The values of $\gamma$, $\Omega$, $\mu$ and $D$ are rough ones for copper at 1200 K, which is not far below its melting point. The atomic volume is the room-temperature one, about 5\% too small, and $D$ is close to the measured tracer value, which the correlation factor makes about a fifth smaller than the $D$ of Eq.~\eqref{eq:growth}. Correcting both shortens the times from 4.1 and 18 s to about 3 and 13 s. A shear modulus of 27 GPa in place of 35 GPa would change the elastic shortfall from a factor of about 2000 to about 1500. The radii are chosen large, to stand for bubbles that have coarsened during a hot anneal and to keep the gas nearly ideal. Of the effects sized here, the finite size of the helium atoms moves the area most, by about 1\%, followed by a residual stress of 1 MPa, which moves it by 0.8\%. A larger stress matters more, but not in proportion. With the same initial radii and an ideal gas, a compression of 10 MPa lowers the area by 5.6\% and a tension of 10 MPa raises it by 15\%. Above about 16 MPa of tension the merged bubble has no equilibrium and grows without limit, although the two original bubbles were stable. Real layers can break the assumptions more severely: a bubble near the surface may open and lose its gas, and one on a grain boundary has another shape. For nanometre bubbles the ideal-gas rule should be replaced by a dense-gas calculation. The remaining values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (material values rough)
temperature                  1200 K
kT                           0.1034 eV
surface energy               1.70 J/m2
initial radii                60, 80 nm
atomic volume of copper      0.0118 nm3
shear modulus                35 GPa
self-diffusion coefficient   5.0e-14 m2/s
INITIAL BUBBLES
pressures                    56.67, 42.50 MPa
helium atoms                 3.095e+06, 5.502e+06
areas                        45239, 80425 nm2
volumes                      9.0478e+05, 2.1447e+06 nm3
total area                   125664 nm2
total volume                 3.0494e+06 nm3
MERGED AT FIXED VOLUME
radius                       89.96 nm
area / initial total         0.8093
gas pressure                 46.70 MPa
capillary pressure           37.80 MPa
overpressure                 8.91 MPa
RELAXED BUBBLE
radius, energy minimum       100.0000 nm
radius, area rule            100.0000 nm
pressure                     34.00 MPa
area, energy minimum         125664 nm2
volume                       4.1888e+06 nm3
volume / initial total       1.3736
vacancies absorbed           9.656e+07
vacancies per helium atom    11.23
largest gain in size scan    1.4142
gain, 100 equal bubbles     10.000
FREE ENERGY CHANGES
initial surface energy       1333.4 keV
merging: surface, gas        -254.3, -8.2 keV
relaxing: surface, gas       254.3, -282.2 keV
total                        -290.4 keV
RELAXATION BY VACANCIES
final relaxation time        4.13 s
time to 99% of volume gain   18.1 s
NEGLECTED EFFECTS
hard-sphere diameter (rough) 0.20 nm
pV/NkT in smaller bubble     1.0561
length b                     3.44 nm
area change, hard spheres    -1.25 %
same, first order            -1.38 %
volume ratio, hard spheres   1.3480
far stress tried             1 MPa
area change, compression     -0.77 %
area change, tension         0.84 %
curvature length (rough)     0.1 nm
area change, curvature       -0.040 %
elastic volume opening       0.019 %
\end{verbatim}
